\section*{Populations of donor-vacancy complexes in germanium by convex free-energy minimization}

\section{Why donors and electrons must be counted together}

Take germanium with $10^{20}$ donors per cm$^3$ at 773~K. Four donors can surround a vacancy and form a neutral complex $D_4V$, which gives no electrons. At fixed Fermi level, the law of mass action makes its density proportional to $c_D^4$, where $c_D$ is the density of isolated ionized donors $D^+$. In the example solved below, $c_D=5.74\times10^{19}$ and $c_4=1.05\times10^{19}$~cm$^{-3}$. When few donors are clustered, the total donor density can stand in for $c_D$. Here, at the same Fermi level, that would give
\[
1.047\times10^{19}\left(\frac{1}{0.5743}\right)^4\approx 9.6\times10^{19}\ \text{cm}^{-3},
\]
and these complexes would contain nearly four times as many donors as the crystal has. Correcting the donor count changes the electron density, which moves the Fermi level, which changes every charged species. Donor conservation and neutrality must therefore be imposed together. A convex minimization in two variables does this.

\section{A tiny example by hand}

Keep three species: $D^+$, neutral $D_4V$ and electrons. Divide their densities by the total donor density $C$ and call the results $u$, $v$ and $w$. The constraints are
\begin{equation}
u+4v=1,\qquad u-w=0.
\label{eq:toycon}
\end{equation}
Treat the electrons as a nondegenerate gas for now. In units of $kT$ per donor, the free energy is
\begin{equation}
g=u(\ln u-1)+v\left(\ln\frac v\beta-1\right)+w(\ln w-1).
\end{equation}
Constants multiplying $u$ and $w$ inside the logarithms have been absorbed by shifting the zeros of the two chemical potentials. The number $\beta$ keeps what cannot be shifted away: the binding, the vacancy supply and the doping.

Add the constraints with multipliers $x$ (donor chemical potential over $kT$) and $y$ (Fermi level over $kT$):
\begin{equation}
L=g-x(u+4v-1)+y(u-w).
\end{equation}
Since $d[u(\ln u-1)]/du=\ln u$, setting the three derivatives to zero gives
\begin{equation}
u=e^{x-y},\qquad v=\beta e^{4x},\qquad w=e^{y}.
\label{eq:toypop}
\end{equation}
Because $uw=e^x$, this contains mass action, $v=\beta(uw)^4$. Put \eqref{eq:toypop} back into $L$. The terms in $u$ become $u(\ln u-1-x+y)=-u$, and likewise the others become $-v$ and $-w$. The constant $+x$ remains, so $L_{\min}=-\Phi$ with
\begin{equation}
\Phi(x,y)=e^{x-y}+\beta e^{4x}+e^y-x .
\end{equation}
Its derivatives are the constraint errors:
\begin{equation}
\Phi_x=u+4v-1,\qquad \Phi_y=w-u .
\end{equation}
Minimizing $\Phi$ thus enforces both conservation laws.

Choose $\beta=32$. With $w=u$, the donor balance is $u+128u^8=1$, solved by $u=\tfrac12$. Then $v=\tfrac18$: half the donors are clustered.

Now let Newton's method find this. Start at $y=0$, with the largest $x$ for which neither $D^+$ nor $D_4V$ alone exceeds the donor supply. The binding condition is $4v=128e^{4x}=1$, so $x=-1.213$, $u=0.297$ and $w=1$. The errors are $\Phi_x=0.297$ and $\Phi_y=0.703$. The matrix of second derivatives is
\begin{equation}
H=\begin{pmatrix}u+16v&-u\\-u&u+w\end{pmatrix}
=\begin{pmatrix}4.297&-0.297\\-0.297&1.297\end{pmatrix},
\end{equation}
with determinant 5.487. The Newton step is minus $H^{-1}$ times the error vector:
\begin{align}
\delta x&=-\frac{1.297(0.297)+0.297(0.703)}{5.487}=-0.108,\\
\delta y&=-\frac{0.297(0.297)+4.297(0.703)}{5.487}=-0.566 .
\end{align}
At the new point $u=0.4701$, $4v=0.6482$ and $w=0.5675$, so the errors are 0.118 and 0.097. A second step gives $u=0.5005$, $4v=0.5161$ and $w=0.5035$, with errors 0.017 and 0.003.

\section{The general free energy}

\subsection{Complexes}

Species $i$ contains $n_i$ donors, has charge $q_i$ in units of the elementary charge, and has density $c_i$. Let $N_i$ be its number of available states per volume. Placing $M=c_i\mathcal V$ independent defects in a volume $\mathcal V$ gives $(N_i\mathcal V)^M/M!$ arrangements. With Stirling's formula $\ln M!\simeq M\ln M-M$, their entropy over $k$ is
\begin{equation}
M\ln(N_i\mathcal V)-M\ln M+M=-M\left(\ln\frac{c_i}{N_i}-1\right).
\end{equation}
This is the dilute limit, in which defects do not block each other's sites.

A vacancy has four neighbours, so $D_nV$ can be arranged in $1,4,6,4,1$ ways for $n=0,\dots,4$. Hence $N_i$ is the site density $N_s$ times this number, times a spin factor of 2 when $n_i-q_i$ is odd. For $D^+$, $N_i=N_s$.

Measure energies from the valence-band edge and give $D^+$ the energy zero. To form a neutral complex from $n$ ions, $n$ electrons must be supplied. The binding energy $B_n$ is counted from neutral shallow donors, whose ionization energy is neglected, so each of them costs the gap $E_g$. (Including an ionization energy of 0.01~eV would lower the active fraction found below from 0.57 to 0.54.) Thus
\begin{equation}
E(D_nV^{0})=g_V-B_n+nE_g,
\label{eq:energy}
\end{equation}
where $g_V$ is the vacancy formation free energy. For a negative state, add the acceptor levels filled on the way.

The reservoir fixes the vacancy chemical potential at $kT\ln S$, where $S=1$ means equilibrium with a surface and $S>1$ means supersaturation. Every species containing a vacancy therefore has $\gamma_i=E_i/kT-\ln S$, while $D^+$ has $\gamma_i=0$.

\subsection{Electrons and holes}

At this doping the electron gas is partly degenerate: in the example below the Fermi level lies $0.8\,kT$ above the band edge. For one state at energy $t\,kT$ above the band edge, with occupation $f$ and $\eta=y-E_g/kT$, consider
\begin{equation}
(\eta-t)f-f\ln f-(1-f)\ln(1-f).
\end{equation}
Its maximum satisfies $\eta-t=\ln[f/(1-f)]$, so $f=1/(1+e^{t-\eta})$ and the maximum value is $\ln(1+e^{\eta-t})$. Sum over a parabolic band with effective density of states $N_c$ and integrate by parts:
\begin{align}
N_c\frac{2}{\sqrt\pi}\int_0^\infty\!\!\sqrt t\,\ln(1+e^{\eta-t})\,dt
&=N_c\frac{4}{3\sqrt\pi}\int_0^\infty\!\frac{t^{3/2}\,dt}{1+e^{t-\eta}}\nonumber\\
&=N_cF_{3/2}(\eta),
\end{align}
where
\begin{equation}
F_j(\eta)=\frac{1}{\Gamma(j+1)}\int_0^\infty\frac{t^j\,dt}{1+e^{t-\eta}},\qquad \frac{dF_j}{d\eta}=F_{j-1}.
\end{equation}
If $f_e(n)$ is the electron free energy over $kT$, including $nE_g/kT$, this result says that the minimum of $f_e(n)-yn$ over $n$ is $-N_cF_{3/2}(y-E_g/kT)$. For holes the sign of $y$ reverses: the minimum of $f_h(p)+yp$ is $-N_vF_{3/2}(-y)$.

\subsection{Reduction to two variables}

Minimize
\begin{equation}
\frac{F}{kT}=\sum_ic_i\left(\gamma_i+\ln\frac{c_i}{N_i}-1\right)+f_e(n)+f_h(p)
\end{equation}
subject to
\begin{equation}
\sum_in_ic_i=C,\qquad \sum_iq_ic_i+p-n=0.
\label{eq:constraints}
\end{equation}
Subtract $x$ times the donor error and add $y$ times the net charge, as in the small example. The derivative with respect to $c_i$ is $\gamma_i+\ln(c_i/N_i)-n_ix+q_iy=0$, so
\begin{equation}
c_i=N_i\exp(-\gamma_i+n_ix-q_iy).
\label{eq:pop}
\end{equation}
Each species then contributes $-c_i$. With the two gas results, the minimum of the Lagrangian is $-C\Phi$, where
\begin{equation}
\Phi=\frac{1}{C}\Big[\sum_ic_i+N_cF_{3/2}\Big(y-\frac{E_g}{kT}\Big)+N_vF_{3/2}(-y)\Big]-x.
\label{eq:dual}
\end{equation}
For densities obeying \eqref{eq:constraints}, the multiplier terms vanish, so $F/kT\geq-C\Phi(x,y)$ for every $x,y$. Equality holds where the densities from $x,y$ themselves satisfy the constraints. That is where the gradient vanishes:
\begin{align}
\Phi_x&=\frac1C\sum_in_ic_i-1,\\
\Phi_y&=\frac1C\Big(n-p-\sum_iq_ic_i\Big).
\end{align}

\subsection{Existence and uniqueness}

For a displacement $(a,b)$ the second derivative of $\Phi$ is
\begin{equation}
\frac1C\Big[\sum_ic_i(n_ia-q_ib)^2+\Big(\frac{dn}{dy}-\frac{dp}{dy}\Big)b^2\Big].
\end{equation}
Here $dn/dy>0$ and $dp/dy<0$. The expression can vanish only if $b=0$, and then the $D^+$ term requires $a=0$. Hence $\Phi$ is strictly convex and has at most one minimum.

A minimum exists because $\Phi$ grows along every ray. For $b>0$ the electron term grows as the $5/2$ power of the distance, and for $b<0$ the hole term does; both outrun the linear term $-x$. For $b=0$, the complexes grow exponentially if $a>0$, and $-x$ grows if $a<0$.

This argument uses ideal mixing. An interaction free energy that is not convex can produce several minima, for instance when complexes attract each other strongly.

\subsection{The algorithm}

\begin{enumerate}
\item Put $y$ at the conduction-band edge. Choose the largest $x$ for which no donor-containing species alone exceeds the supply, $n_ic_i\leq C$.
\item Evaluate \eqref{eq:pop}, the gradient and the second-derivative matrix $H$.
\item Form the Newton step $-H^{-1}\nabla\Phi$. Shorten it if either component exceeds 5, which keeps the exponentials under control.
\item Halve the step until $\Phi$ decreases sufficiently. This succeeds because the slope along the step, $-\nabla\Phi^{T}H^{-1}\nabla\Phi$, is negative.
\item Stop when both constraint errors are negligible.
\end{enumerate}

The same matrix gives the response to doping. Differentiating the constraints at fixed temperature and $S$ yields
\begin{equation}
\frac{d}{d\ln C}\begin{pmatrix}x\\y\end{pmatrix}=H^{-1}\begin{pmatrix}1\\0\end{pmatrix}.
\end{equation}

\section{Heavily doped germanium at 773 K}

The energies below are rough typical values for phosphorus or arsenic in germanium, not a fit to either. Take $C=10^{20}$~cm$^{-3}$, $S=1$, $E_g=0.46$~eV, $g_V=2.4$~eV and $B_1,\dots,B_4=0.6,1.4,2.3,3.4$~eV. The acceptor levels are 0.02 and 0.26~eV for $V$, 0.10 and 0.35~eV for $DV$, 0.30~eV for $D_2V$ and 0.15~eV for $D_3V$; $D_4V$ has none. The band densities are $N_c=4.14\times10^{19}$ and $N_v=2.07\times10^{19}$~cm$^{-3}$, and $N_s=4.41\times10^{22}$~cm$^{-3}$.

Six Newton steps suffice. The last four constraint errors are $2\times10^{-2}$, $2\times10^{-4}$, $6\times10^{-8}$ and $10^{-15}$. The solution has Fermi level 0.514~eV and donor chemical potential $\mu_D=xkT=0.071$~eV.

The main population can be checked by hand. By \eqref{eq:energy}, $D_4V$ has energy $2.4-3.4+4(0.46)=0.84$~eV. Subtracting $4\mu_D=0.284$~eV leaves 0.556~eV, and with $kT=0.06661$~eV
\begin{equation}
c_4=4.41\times10^{22}\,e^{-0.556/0.06661}\approx1.05\times10^{19}\ \text{cm}^{-3}.
\end{equation}

Isolated ions hold 57.4\% of the donors, $D_4V$ holds 41.9\% and $D_3V$ 0.7\%. The electron density is $5.7\times10^{19}$~cm$^{-3}$, and the active fraction $(n-p)/C$ is 0.57. Free vacancies total less than $10^{12}$~cm$^{-3}$, while all vacancies, bound and free, total $1.07\times10^{19}$~cm$^{-3}$. The reservoir therefore has to supply about one vacancy for every nine donors.

The mixing entropy can be tested without Stirling's formula. Hold the Fermi level at its solved value and sum over all whole numbers of complexes in a crystal with exactly 500 or 1000 donors. The mean number of $D_4V$ per donor is 0.104557 and 0.104628. Removing an error proportional to the inverse donor number gives 0.104698, equal to the minimization result to the digits shown.

\section{Why added donors give few electrons}

At fixed temperature and $S$, doping of $5\times10^{19}$, $10^{20}$ and $2\times10^{20}$~cm$^{-3}$ gives $n=4.5$, 5.7 and $6.4\times10^{19}$~cm$^{-3}$. To see why, keep just $D^+$ and neutral $D_4V$ and neglect holes, so $n=c_D$. Equation~\eqref{eq:pop} gives $c_4\propto c_D^4e^{4y}$. Define $\theta=n/(dn/dy)$, so that $dy=\theta\,d\ln n$. Then
\begin{equation}
d\ln c_4=4(1+\theta)\,d\ln n .
\end{equation}
Since $C=c_D+4c_4$,
\begin{align}
dC&=[c_D+16c_4(1+\theta)]\,d\ln n,\\
\frac{d\ln n}{d\ln C}&=\frac{C}{c_D+16c_4(1+\theta)} .
\label{eq:slope}
\end{align}
With few clusters the slope is 1. For a nondegenerate gas $\theta=1$, and with nearly all donors clustered $4c_4\simeq C$, so the slope is $1/8$: four powers come from the ions and four from their electrons. A two-species calculation with binding strong enough to reach this limit gives 0.125. In the hand example, $1/(0.5+4)=0.22$. The full germanium model gives 0.21 at $10^{20}$~cm$^{-3}$.

Temperature acts the other way. At fixed $C$, $S$, $g_V$, binding energies and defect levels, with the gap narrowing by 0.45~meV/K and the band densities varying as $T^{3/2}$, the active fraction is 0.42 at 673~K and 0.72 at 873~K. A positive vacancy formation entropy would make $g_V$ fall on heating and weaken this trend.

\section{What the model leaves out}

Each change below is made separately at 773~K and $10^{20}$~cm$^{-3}$, and is to be compared with the active fraction 0.57.

Raising or lowering $g_V$ by 0.1~eV gives 0.65 or 0.50. The real uncertainty is larger: 2.4~eV is about the size of the formation enthalpy, and a formation entropy of $5k$ would bring $g_V$ down to 2.07~eV at 773~K and the active fraction to 0.35. Binding entropies, also left out, could offset part of this. Replacing Fermi statistics by Boltzmann statistics gives 0.70. The direction follows from $F_{1/2}(\eta)<e^\eta$: at a given electron density the degenerate gas has the higher Fermi level, which favours neutral complexes. Higher conduction valleys, represented roughly by a 16\% increase of $N_c$, give 0.62. This understates them: 16\% is their weight in a nondegenerate gas, for a band with $2.7N_c$ states lying 0.19~eV higher, and in a degenerate gas they hold a larger share of the electrons. Treating that band explicitly gives 0.64; heavier valley masses ($4.9N_c$ at 0.17~eV) give 0.70. Site blocking should be small, since about 1\% of sites lie on or next to a donor. Neutral isolated donors are omitted because the screening length, 0.8~nm, is shorter than the donor orbit in every direction: the orbit extends about 6.5~nm across the axis of a conduction valley and 2.3~nm along it.

Among the effects estimated here that raise the active fraction, the largest is Coulomb correlation. The screened potential of a charge differs from the bare one, at the charge itself, by $-e/(4\pi\epsilon\lambda)$, where $\lambda$ is the screening length. The value 0.8~nm assumes that the ions are mobile and screen together with the electrons; electrons alone would screen less, and the shift would be smaller. Building up the charge gradually introduces a factor $\tfrac12$, so the energy shift is
\begin{equation}
\Delta=-\frac{e^2}{8\pi\epsilon\lambda}\approx-0.058\ \text{eV}.
\end{equation}
Four ions and four electrons lose this lowering when they form one neutral $D_4V$, a penalty of 0.46~eV if the band edge is shifted by the same amount. One pass with these shifts raises the active fraction to 0.93. The value depends on the treatment: it is 0.81 with screening by electrons alone, 0.76 if the band edge is not shifted, 0.88 if the electron response is allowed to weaken at short wavelength, and 0.98 if $\lambda$ is iterated to self-consistency. This is an indication of size, not a corrected prediction: $\lambda$ is shorter than the mean donor spacing of 2.2~nm, where linear screening theory is unreliable. Binding energies fitted to heavily doped material would already contain part of the shift.

Electron densities measured in heavily doped n-type germanium after furnace annealing are, as a rough size, a few $10^{19}$~cm$^{-3}$. The model lands in that range, but the Coulomb and entropy estimates show that this does not validate its energies. It also omits precipitation, which limits the electron density as well when the doping exceeds the solid solubility, as $10^{20}$~cm$^{-3}$ may at this temperature. If the donors were implanted, excess vacancies left by the implantation can make $S>1$. A supersaturation of 10 lowers the active fraction to 0.46. An anneal may also end before the reservoir has acted. Filling a layer of thickness $L$ requires about $Lc_V$ vacancies per area, where $c_V$ is the total vacancy density, against a flux of about $N_sD_{\mathrm{self}}/L$, so
\begin{equation}
t\sim\frac{L^2c_V}{N_sD_{\mathrm{self}}}.
\end{equation}
For $L=20$~nm and a rough undoped self-diffusion coefficient of $1.5\times10^{-19}$~cm$^2$/s, this is about $6\times10^3$~s. Doping raises the free-vacancy density about 1900-fold in the model. If all charge states are equally mobile, the time falls to a few seconds. This estimate counts only free vacancies; mobile donor-vacancy pairs would carry more. A much shorter anneal, or a much thicker layer, calls for a kinetic calculation. The numerical output lists the remaining populations.

\section*{Values computed for the example and the checks}
\begin{verbatim}
temperature 773 K, kT 0.06661 eV
donor density 1.00e+20 cm^-3, sites 4.412e+22 cm^-3
gap 0.46 eV, vacancy energy 2.40 eV
binding n=1..4: 0.6 1.4 2.3 3.4 eV
acceptor levels n=0: 0.02 0.26 eV
acceptor levels n=1: 0.10 0.35 eV
acceptor levels n=2: 0.30 eV
acceptor levels n=3: 0.15 eV
Nc 4.136e+19, Nv 2.068e+19 cm^-3
D+       5.743e+19 cm^-3
V(0)     9.936e+06 cm^-3
V(-1)    3.283e+10 cm^-3
V(-2)    7.389e+11 cm^-3
D1V(0)   1.888e+09 cm^-3
D1V(-1)  4.693e+11 cm^-3
D1V(-2)  1.094e+13 cm^-3
D2V(0)   6.773e+11 cm^-3
D2V(-1)  3.345e+13 cm^-3
D3V(0)   1.938e+15 cm^-3
D3V(-1)  2.274e+17 cm^-3
D4V(0)   1.047e+19 cm^-3
electrons 5.721e+19, holes 9.269e+15 cm^-3
Fermi level 0.5136 eV, mu_D 0.0710 eV
active fraction (n-p)/C 0.5720
donor share in D3V 0.0069, D4V 0.4188
total vacancies 1.070e+19 cm^-3
d ln n/d ln C 0.2063
Newton steps 6, last constraint errors: 2e-02 2e-04 6e-08 1e-15
duality gap 0e+00 kT per donor
smallest rise of 150 trial states 9.7e-06 kT per donor
D4V per donor: minimum 0.104698
  canonical sum, 500 donors 0.104557
  canonical sum, 1000 donors 0.104628
  canonical sum, extrapolated 0.104698
saturation slope, strong binding 0.1252
C 2e+19 cm^-3: n 2.003e+19 cm^-3, active 0.9999
C 5e+19 cm^-3: n 4.545e+19 cm^-3, active 0.9087
C 2e+20 cm^-3: n 6.409e+19 cm^-3, active 0.3204
T 673 K: active fraction 0.4163
T 873 K: active fraction 0.7245
active, vacancy energy +0.1 eV: 0.6517
active, vacancy energy -0.1 eV: 0.4980
active, Boltzmann electrons: 0.6974
active, higher valleys added: 0.6167
active, Coulomb shift, one pass: 0.9305
active, supersaturation 10: 0.4611
higher-valley weight 0.156
screening length 0.781 nm, donor radius 7.06 nm
mean donor spacing 2.15 nm
Coulomb shift per charge 0.0576 eV, times 8: 0.461 eV
sites at or next to a donor 0.0113
free-vacancy enhancement by doping 1.87e+03
self-diffusion, undoped (rough) 1.5e-19 cm^2/s
vacancy supply time, 20 nm: undoped rate 6.3e+03 s
  with doping enhancement 3.4e+00 s
\end{verbatim}
